\section*{The Cramér–Rao limit for locating a known edge by electron counting, part 2}

An electron beam scans across a straight edge, perpendicular to the scan direction, whose position $x_0$ is unknown. The problem is how precisely the detector counts can fix $x_0$, and how that precision depends on dose.

The beam visits a finite set of sites $x_i=ia$ with pitch $a$. An electron arriving at distance $u=x-x_0$ from the edge gives one count with probability $s(u)$ and none otherwise. The bright side lies to the right. The profile $s$ is known, positive, smooth and independent of dose, and $s'=ds/du$. The known dose $D$ is the mean number of incident electrons per unit length of scan. If an areal dose $D_A$ is summed over a length $L$ of edge, $D=D_AL$. Lengths are in nanometres and $D$ is in electrons per nanometre.

Arrivals are Poisson and independent. Unless stated otherwise, all counts come from the beam. The counts $k_i$ are then independent Poisson variables with means
\begin{equation}
\lambda_i(x_0)=Da\,s(x_i-x_0).
\label{eq:mean}
\end{equation}

With $p$ the probability of a complete set of counts and a dot for the derivative with respect to $x_0$, the score is
\begin{equation}
U=\frac{\partial\ln p}{\partial x_0}
=\frac{\partial}{\partial x_0}\sum_i\left(k_i\ln\lambda_i-\lambda_i-\ln k_i!\right)
=\sum_i\left(\frac{k_i}{\lambda_i}-1\right)\dot\lambda_i .
\label{eq:score}
\end{equation}
It has mean zero and variance
\begin{equation}
I=\sum_i\frac{\dot\lambda_i^2}{\lambda_i}.
\label{eq:fisher}
\end{equation}

If $I>0$, every estimator $\hat x$ whose mean equals $x_0$ at the true position, with unit derivative there, obeys the Cramér--Rao bound
\begin{equation}
\mathrm{Var}(\hat x)\ge\frac1I=\frac{1}{D J_a},\qquad
J_a=a\sum_i\frac{s'(x_i-x_0)^2}{s(x_i-x_0)} .
\label{eq:crb}
\end{equation}

For fine pitch and a scan containing the whole edge, $J_a$ tends to
\begin{equation}
J=\int_{-\infty}^{\infty}\frac{s'(u)^2}{s(u)}\,du ,
\label{eq:J}
\end{equation}
and the bound on the standard deviation becomes
\begin{equation}
\sigma_{\rm CR}=\frac{1}{\sqrt{DJ}}=\frac{1}{\sqrt{D_ALJ}} .
\label{eq:sigma}
\end{equation}

\subsection{Symbols and results carried over}

The edge is at $x_0$, the scan sites are $x_i=ia$, and $D$ is the mean number of incident electrons per nanometre of scan. An electron at distance $u$ from the edge gives a count with probability $s(u)$. The counts $k_i$ are independent and Poisson with means $\lambda_i=Da\,s(x_i-x_0)$. A dot is a derivative with respect to $x_0$. The score $U=\sum_i(k_i/\lambda_i-1)\dot\lambda_i$ has mean zero and variance $I=\sum_i\dot\lambda_i^2/\lambda_i$. Every estimator whose mean equals $x_0$ at the true position, with unit derivative there, has variance at least $1/I$. For fine pitch $I=DJ$ with $J=\int s'^2/s\,du$, and the bound on the standard deviation is $\sigma_{\rm CR}=(DJ)^{-1/2}$.

\subsection{The information in a logistic edge}

Take a profile that rises from a dark level $s_L>0$ to a bright level $s_H=s_L+\Delta$, with $\Delta>0$:
\begin{equation}
s(u)=s_L+\Delta\,q(u),\qquad q(u)=\frac{1}{1+e^{-u/w}} .
\end{equation}

\paragraph{Proposition 1.} With $r=s_L/\Delta$,
\begin{equation}
J=\frac{\Delta}{w}\left[\frac12+r-r(1+r)\ln\left(1+\frac1r\right)\right].
\label{eq:logistic}
\end{equation}

\paragraph{Proof.} Differentiation gives $q'=q(1-q)/w$, hence $s'=\Delta q(1-q)/w$. Use $q$ as integration variable, with $du=w\,dq/[q(1-q)]$:
\begin{equation}
J=\int_0^1\frac{\Delta^2q^2(1-q)^2}{w^2\Delta(r+q)}\,\frac{w\,dq}{q(1-q)}
=\frac{\Delta}{w}\int_0^1\frac{q(1-q)}{r+q}\,dq .
\label{eq:qint}
\end{equation}
Polynomial division gives
\begin{equation}
\frac{q(1-q)}{r+q}=1+r-q-\frac{r(1+r)}{r+q},
\end{equation}
as multiplication by $r+q$ confirms: $(1+r-q)(r+q)=r+r^2+q-q^2$, and subtracting $r+r^2$ leaves $q-q^2$. Integration from 0 to 1 gives $1+r-\frac12-r(1+r)\ln[(1+r)/r]$, which is the bracket in (\ref{eq:logistic}).

The limits follow from (\ref{eq:qint}). For a very dark lower level, $r\to0$, the integral is $\int_0^1(1-q)\,dq=\frac12$ and $J=\Delta/(2w)$. For weak contrast, $r\gg1$, it is approximately $\int_0^1q(1-q)\,dq/r=1/(6r)$, so $J\approx\Delta^2/(6ws_L)$. In the second limit the bound is inversely proportional to the contrast $\Delta$.

The dark half of the edge, $q<\frac12$, carries more than half of the information. The factor $q(1-q)$ in (\ref{eq:qint}) is symmetric about $q=\frac12$, while $1/(r+q)$ decreases with $q$. Each point on the dark side thus outweighs its mirror image: the slopes are equal, but the noise is smaller.

\subsection{A numerical example}

Let $s_L=0.1$, $s_H=0.3$ and $w=1$ nm. These are model parameters and stand for no particular material. The rise from 10 to 90 per cent of the step takes $2w\ln9=4.39$ nm. Here $\Delta=0.2$ and $r=0.5$, so
\begin{align}
\frac12+r-r(1+r)\ln\left(1+\frac1r\right)&=1-0.75\ln3=0.1760,\\
J&=\frac{0.2}{1\ \mathrm{nm}}\times0.1760=0.0352\ \mathrm{nm}^{-1}.
\end{align}
An areal dose of 100 electrons/nm$^2$, summed over 10 nm of edge, gives $D=1000$ electrons/nm. Then
\begin{equation}
I=DJ=35.2\ \mathrm{nm}^{-2},\qquad
\sigma_{\rm CR}=\frac{1}{\sqrt{35.2}}\ \mathrm{nm}=0.169\ \mathrm{nm}.
\end{equation}
The bound is a small fraction of the edge width, because many counts share in fixing one position. To bring it to 0.1 nm requires
\begin{equation}
D=\frac{1}{J(0.1\ \mathrm{nm})^2}=2840\ \mathrm{electrons/nm},
\end{equation}
or 284 electrons/nm$^2$ over the same length of edge. Numerical integration over $u<0$ assigns 60 per cent of the information to the dark side.

The effect of the pitch follows from evaluating $J_a=a\sum_i s'^2/s$ directly while the edge is moved through one pitch. At $a=0.5$ nm the ratio $J_a/J$ is 1.0000 throughout. At 2 nm it lies between 0.98 and 1.02, and at 4 nm between 0.55 and 1.48. A coarse scan can be lucky or unlucky in where its sites fall. For an unlimited scan the mean of $J_a$ over all offsets is $J$, since averaging over one pitch joins the separate sampling points into the full integral:
\begin{equation}
\frac1a\int_0^a a\sum_i\frac{s'(ia-x)^2}{s(ia-x)}\,dx=\int_{-\infty}^{\infty}\frac{s'(u)^2}{s(u)}\,du=J .
\end{equation}
The mean of $1/J_a$ is nevertheless at least $1/J$, because the reciprocal is a convex function. Averaged over offsets, a coarse pitch therefore cannot lower the variance bound.

\subsection{Attainment by maximum likelihood}

The maximum-likelihood estimate is the position $x$ that maximizes $\ell(x)=\sum_i[k_i\ln\lambda_i(x)-\lambda_i(x)]$ over a finite interval containing $x_0$ in its interior.

\paragraph{Proposition 2.} For the logistic edge at fixed sites, $\sqrt I(\hat x-x_0)$ tends in distribution to a normal variable of mean 0 and variance 1 as $D\to\infty$.

\paragraph{Proof.} First, $\hat x$ approaches $x_0$. Write $s_i(x)=s(x_i-x)$ and $z_i=s_i(x)/s_i(x_0)$. Then
\begin{equation}
\ell(x)-\ell(x_0)=\sum_ik_i\ln z_i-Da\sum_is_i(x_0)(z_i-1).
\end{equation}
Replacing $k_i$ by its mean $Da\,s_i(x_0)$ gives the expected value
\begin{equation}
-Da\sum_is_i(x_0)\,(z_i-1-\ln z_i).
\end{equation}
The bracket is positive unless $z_i=1$, and the profile is strictly increasing, so this expression is negative for every $x\ne x_0$. Outside any fixed neighbourhood of $x_0$ it lies below a negative constant times $D$. The random part, $\sum_i(k_i-\lambda_i)\ln z_i$, is of order $\sqrt D$ uniformly in $x$, because the $\ln z_i$ are bounded. At large $D$ the maximum must then lie near $x_0$, with probability tending to one.

Near $x_0$ the maximum satisfies $U(\hat x)=0$. Taylor expansion gives
\begin{equation}
0=U+(\hat x-x_0)\dot U+\tfrac12(\hat x-x_0)^2\ddot U(\xi),
\end{equation}
with $U$ and $\dot U$ taken at $x_0$ and $\xi$ between $x_0$ and $\hat x$. Here
\begin{equation}
\dot U=\sum_i\left[\left(\frac{k_i}{\lambda_i}-1\right)\ddot\lambda_i-\frac{k_i\dot\lambda_i^2}{\lambda_i^2}\right]
\end{equation}
has mean $-I$, which is proportional to $D$, and fluctuations of order $\sqrt D$. The last coefficient $\ddot U$ is at most of order $D$. Since $\hat x-x_0\to0$, the last two terms combine to $-(\hat x-x_0)I$ times a factor that tends to one. Therefore
\begin{equation}
\hat x-x_0=\frac UI+O(D^{-1}),
\label{eq:linear}
\end{equation}
where the first term is of order $D^{-1/2}$. Each $(k_i-\lambda_i)/\sqrt{\lambda_i}$ tends to an independent standard normal variable, so $U/\sqrt I$ does as well. This proves the proposition.

The coefficients of the expansion vary over distances of order $w$, so it requires $\sigma_{\rm CR}\ll w$, or $DJw^2\gg1$. In the example $\sigma_{\rm CR}=w$ at $D=1/(Jw^2)\approx28$ electrons/nm, and the asymptotic result should not be used there.

Simulated scans show the approach to the limit. For each dose, 20\,000 sets of Poisson counts were drawn at 81 sites of pitch 0.5 nm, with the edge 0.13 nm from the central site. The likelihood was evaluated at positions spaced by $\sigma_{\rm CR}/10$, within $8\sigma_{\rm CR}$ of the true edge, and a parabola through the highest three values located the maximum. The root-mean-square errors about the true position were as follows.
\begin{center}
\begin{tabular}{rrrr}
$D$ (nm$^{-1}$) & $\sigma_{\rm CR}$ (nm) & error (nm) & ratio\\
250 & 0.337 & 0.343 & 1.02\\
1000 & 0.169 & 0.168 & 1.00\\
4000 & 0.084 & 0.085 & 1.00\\
16000 & 0.042 & 0.042 & 1.00\\
64000 & 0.021 & 0.021 & 1.00
\end{tabular}
\end{center}
For nearly normal errors the sampling uncertainty of each ratio is about $1/\sqrt{2\times20\,000}$, or 0.5 per cent. A straight-line fit of the logarithms over the three highest doses gives the exponent $-0.500$. At the lowest dose the error exceeds the bound by 1 to 2 per cent, given that uncertainty, and the mean error is 0.009 nm. The sampling uncertainty of that mean is $0.343/\sqrt{20\,000}=0.002$ nm, so the estimator has a small bias there, as the remainder in (\ref{eq:linear}) allows.

\subsection{Counts that do not come from the beam}

Let each site also receive a known mean number $b$ of independent Poisson counts, for example dark counts of the detector. The means become $Da\,s+b$ and their derivatives are unchanged, so
\begin{equation}
I=\sum_i\frac{(Da\,s_i')^2}{Da\,s_i+b},
\end{equation}
where $s_i$ and $s_i'$ are taken at $x_i-x_0$. The logarithmic derivative of one term with respect to $D$ is
\begin{equation}
2-\frac{Da\,s_i}{Da\,s_i+b}=1+\frac{b}{Da\,s_i+b},
\end{equation}
which lies between 1 and 2 for $b>0$. The logarithmic derivative of the sum is a weighted mean of these values. The bound $I^{-1/2}$ thus has a local exponent between $-1$ and $-\frac12$. It tends to $-1$ when the background dominates, and returns to $-\frac12$ when the beam signal dominates.

In the example each site receives $Da=500$ electrons and gives 50 to 150 beam counts. Adding $b=5$ raises the bound from 0.169 to 0.173 nm. The steeper exponent at low dose is no advantage, since background raises the bound at every dose.

\subsection{A perfectly sharp step}

Let $w\to0$ with the pitch always much smaller than $w$. Then (\ref{eq:logistic}) gives $J\to\infty$, and the Cramér--Rao bound falls to zero at fixed dose. At a fixed pitch the bound grows instead once $w$ is small compared with the distance from the edge to the nearest site, because no site then samples the slope. An edge exactly on a site is the exception. For a true step the likelihood is constant while the edge lies between two sites and can jump when it crosses one, so a finite displacement $h$ has to be used instead of a derivative.

\paragraph{Proposition 3.} Let $p_0$ and $p_h$ be the probabilities of the counts for edges at $x_0$ and $x_0+h$, with means $\lambda_i$ and $\mu_i$. An estimator that is unbiased at both positions has, at $x_0$,
\begin{equation}
\mathrm{Var}(\hat x)\ge\frac{h^2}{\exp\left[\sum_i(\mu_i-\lambda_i)^2/\lambda_i\right]-1}.
\label{eq:finite}
\end{equation}

\paragraph{Proof.} Subtracting the two mean values, and using that both probabilities sum to one, gives
\begin{equation}
h=\sum_{\{k\}}(\hat x-x_0)(p_h-p_0)=E_0\!\left[(\hat x-x_0)\left(\frac{p_h}{p_0}-1\right)\right].
\end{equation}
By Cauchy--Schwarz, $h^2\le\mathrm{Var}(\hat x)\{E_0[(p_h/p_0)^2]-1\}$. For one site,
\begin{equation}
\sum_k\frac{e^{-2\mu+\lambda}}{k!}\left(\frac{\mu^2}{\lambda}\right)^k
=e^{-2\mu+\lambda+\mu^2/\lambda}=e^{(\mu-\lambda)^2/\lambda}.
\end{equation}
Independent sites multiply, which proves (\ref{eq:finite}).

Move a step to the right by $h>0$. A strip of width $h$ changes from $s_H$ to $s_L$, and for fine pitch the exponent is $ch$ with $c=D\Delta^2/s_H$. A move to the left has the larger coefficient $D\Delta^2/s_L$ and gives a weaker bound. With $t=ch$, the right side of (\ref{eq:finite}) is $c^{-2}t^2/(e^t-1)$. Its maximum satisfies $t=2(1-e^{-t})$, whose positive solution is $t=1.594$. Hence the standard deviation is at least
\begin{equation}
\frac{0.805}{c}=0.805\,\frac{s_H}{D\Delta^2},
\end{equation}
which falls as $1/D$. Maximum likelihood has the same exponent on an unlimited, infinitely fine scan. In the coordinate $y=D(x-x_0)$ the count density is $s_L$ for $y<0$ and $s_H$ for $y>0$, without any $D$, so the distribution of the error in $y$ does not depend on dose.

For $s_L=0.1$ and $s_H=0.3$ the bound is 0.0121 nm at $D=500$ and 0.0030 nm at $D=2000$ electrons/nm. In 5000 simulated scans per dose, over 2 nm at a pitch of 0.002 nm, maximum likelihood gave root-mean-square errors of 0.048 and 0.0115 nm. These are about four times the bound, and their ratio corresponds to an exponent of $-1.03$. The errors have broad tails, so each value is uncertain by 2 to 3 per cent and the exponent by about 0.02 to 0.03, which is consistent with $-1$. The bound holds for unbiased estimators, whereas these errors include any bias of the estimate, so the factor of four is a comparison of size only.

A narrow logistic edge behaves as a step when the dose cannot reveal its width. The two count densities differ by an integrated amount $D\Delta\int|q-\Theta|\,du=2\ln2\,D\Delta w$, where $\Theta$ is the unit step. Their counts can be generated together so that they differ with at most this probability. If $D\Delta w\ll1$, the data hardly distinguish the two profiles. With rising dose this condition fails. If the pitch is well below $w$, the finite width governs the error once $DJw^2\gg1$, and the law $D^{-1/2}$ applies.
